# The Einstein ratio for hopping carriers in a Gaussian density of states

Suppose a film with hopping carriers is at rest: uniform temperature, no current, and a potential energy $U(x)$ that varies slowly across it. Drift pushes the carriers downhill and diffusion brings them back. If the diffusion coefficient is taken as $D=\mu kT/e$, the two contributions need not cancel. In the film worked out below, the calculation leaves a steady current of 39 % of the drift current in a system that is in equilibrium. The mobility $\mu$ may be perfectly correct; the fault lies in the ratio $D/\mu$.

## A counter-example

Let the sites have energies $E$, measured from the centre of the distribution, with the density of states

$$g(E)=\frac{N}{\sigma\sqrt{2\pi}}\,e^{-E^2/2\sigma^2}.$$

Each site holds at most one carrier, and carriers do not otherwise interact. The occupation probability is then

$$f(E)=\frac{1}{1+e^{(E-E_F)/kT}},\qquad n=\int g f\,dE .$$

A spin factor would only shift $E_F$ by a constant at fixed temperature, which does not affect what follows. Write $c=n/N$ for the filling.

Take round model parameters: $\sigma=0.1$ eV, $N=10^{21}\ \mathrm{cm^{-3}}$, $T=300$ K and $n=10^{19}\ \mathrm{cm^{-3}}$. One site in a hundred is occupied, which looks dilute. Evaluating the integral on a fine energy grid and solving for the Fermi level gives $E_F=-0.258$ eV.

In the potential $U(x)$ all site energies are shifted by $U$. Equilibrium means that the electrochemical potential $\mathcal E$ is the same everywhere. The Fermi level measured from the local centre of the Gaussian is therefore $E_F(x)=\mathcal E-U(x)$, and

$$\frac{dn}{dx}=\frac{\partial n}{\partial E_F}\frac{dE_F}{dx}=-\frac{\partial n}{\partial E_F}\frac{dU}{dx}. \tag{1}$$

With $\mu$ positive and defined as drift velocity per field, the force $-dU/dx$ gives the velocity $-(\mu/e)\,dU/dx$. The particle current is

$$J=-\frac{\mu}{e}\,n\frac{dU}{dx}-D\frac{dn}{dx}. \tag{2}$$

Now insert (1) and the supposed relation $D=\mu kT/e$:

$$J=-\frac{\mu}{e}\,n\frac{dU}{dx}\left[1-\frac{kT}{n}\frac{\partial n}{\partial E_F}\right]. \tag{3}$$

The factor in front is the drift current. The bracket vanishes if $\partial n/\partial E_F=n/kT$, as for Boltzmann statistics. Here $kT=25.85$ meV, so that would require

$$\frac{n}{kT}=\frac{10^{19}}{0.02585}\approx3.87\times10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}.$$

The Gaussian gives $n/(\partial n/\partial E_F)=42.3$ meV instead, hence

$$\frac{\partial n}{\partial E_F}=\frac{10^{19}}{0.0423}\approx2.36\times10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}.$$

The bracket is $1-2.36/3.87=0.39$. The density responds less to the potential than Boltzmann statistics would have it, so its gradient is smaller. Diffusion with the coefficient $\mu kT/e$ is then too weak to balance drift, and the false current flows in the drift direction.

## The correct statement

For a uniform temperature, weak fields and slow spatial variation, so that the carriers are in local equilibrium,

$$\boxed{\frac{D}{\mu}=\frac{n}{e\,(\partial n/\partial E_F)_T}} \tag{4}$$

Here $D$ is the chemical diffusion coefficient, the one that multiplies the density gradient in Fick's law. In the Gaussian density of states this ratio exceeds $kT/e$, approaches it at low density, and rises with density at every temperature. Cooling at a given density makes $D/\mu$ larger relative to $kT/e$, and it moves the onset of the departure to smaller densities.

**Proof of (4).** Put (1) into (2) without assuming anything about $D$:

$$J=\left[-\frac{\mu}{e}\,n+D\frac{\partial n}{\partial E_F}\right]\frac{dU}{dx}.$$

In equilibrium $J=0$ for any slowly varying $U$, so the bracket vanishes, which is (4). The coefficients $\mu$ and $D$ are properties of the material at the local density and temperature. They keep the same values when a weak current flows, so the relation also applies close to equilibrium.

## Why the ratio exceeds kT/e

Let $w=e^{(E-E_F)/kT}$, so that $f=1/(1+w)$ and $\partial w/\partial E_F=-w/kT$. Then

$$\frac{\partial f}{\partial E_F}=\frac{1}{kT}\frac{w}{(1+w)^2}=\frac{f(1-f)}{kT}.$$

Define $r=eD/(\mu kT)$, the ratio in units of its classical value. Equation (4) becomes

$$r=\frac{\int g f\,dE}{\int g f(1-f)\,dE}=\frac{1}{1-\langle f\rangle},\qquad
\langle f\rangle=\frac{\int g f^2\,dE}{\int g f\,dE}. \tag{5}$$

The average $\langle f\rangle$ is taken over the carriers, not over the sites: it is the mean occupation probability of the sites on which carriers are found. Since $0<\langle f\rangle<1$, we have $r>1$. Moreover, the bracket in (3) is $1-1/r=\langle f\rangle$. The false current, as a fraction of the drift current, is this mean occupation.

This explains how a film with 1 % of its sites filled can be far from classical. The carriers gather in the low tail of the Gaussian, and the sites that hold them have a mean occupation of 39 %. Without disorder all sites have the same energy, $\langle f\rangle=c$, and $r=1/(1-c)=1.01$ at the same filling. Exclusion is needed for the effect, but at small $c$ it is the energetic disorder that makes it large.

## Why the ratio rises with density

From (5), $r$ rises if $\langle f\rangle$ rises. Measure energy from the Fermi level, $\epsilon=E-E_F$. Then $f$ depends on $\epsilon$ alone and $E_F$ appears only in $g$:

$$\langle f\rangle=\frac{\int g(\epsilon+E_F)f(\epsilon)^2\,d\epsilon}{\int g(\epsilon+E_F)f(\epsilon)\,d\epsilon}.$$

Differentiating the quotient, and writing $g'=(g'/g)\,g$ in each integral, gives

$$\frac{d\langle f\rangle}{dE_F}=\left\langle f\,\frac{g'}{g}\right\rangle-\langle f\rangle\left\langle\frac{g'}{g}\right\rangle .$$

For the Gaussian, $g'/g=-(\epsilon+E_F)/\sigma^2$. The constant $E_F$ cancels between the two terms, leaving

$$\frac{d\langle f\rangle}{dE_F}=-\frac{1}{\sigma^2}\Big(\langle f\epsilon\rangle-\langle f\rangle\langle\epsilon\rangle\Big). \tag{6}$$

The quantity in brackets is a covariance. For two energies $\epsilon_1,\epsilon_2$ drawn independently from the carrier distribution it equals

$$\tfrac12\big\langle[f(\epsilon_1)-f(\epsilon_2)](\epsilon_1-\epsilon_2)\big\rangle,$$

which is negative because $f$ decreases with $\epsilon$. So $\langle f\rangle$ rises with $E_F$. Since $\partial n/\partial E_F>0$, it also rises with $n$. No condition on the temperature was used.

The shape of $g$ does matter. For an exponential tail, $g\propto e^{E/E_0}$ with $kT<E_0$, the ratio $g'/g$ is constant and the derivative of $\langle f\rangle$ vanishes. The same change of variable gives $n\propto e^{E_F/E_0}$, hence $D/\mu=E_0/e$. As long as the exponential form holds at all energies that contribute to $n$, the ratio differs from $kT/e$ but does not depend on density.

## Why cooling increases the departure

Hold $n$ fixed and let $\beta=1/kT$ grow. With $\eta=\beta E_F$, the occupation is $f=1/(1+e^{\beta E-\eta})$, so

$$\frac{\partial f}{\partial\beta}=f(1-f)\left(\frac{d\eta}{d\beta}-E\right).$$

Fixed $n$ requires $\int g\,\partial f/\partial\beta\,dE=0$. Hence $d\eta/d\beta=\bar E$, the mean energy taken with the weight $g f(1-f)$. Then

$$\frac{d}{d\beta}\int g f^2\,dE=2\int g f(1-f)\,f\,(\bar E-E)\,dE .$$

The right-hand side is minus a covariance of $f$ and $E$, multiplied by a positive factor. It is positive because $f$ decreases with $E$. Since $n$ is fixed, $\langle f\rangle$ rises on cooling, and so does $r$.

## The dilute limit and the onset

Let $s=\sigma/kT$. If $f\ll1$ wherever the integrals have weight, $f\approx e^{(E_F-E)/kT}$. Completing the square in the Gaussian gives

$$\frac1N\int g\,e^{-mE/kT}\,dE=e^{m^2s^2/2}.$$

With $m=1$ for $\int gf\,dE$ and $m=2$ for $\int gf^2\,dE$,

$$c\approx e^{E_F/kT+s^2/2},\qquad
\langle f\rangle\approx\frac{e^{2E_F/kT+2s^2}}{e^{E_F/kT+s^2/2}}=e^{E_F/kT+3s^2/2}\approx c\,e^{s^2}.$$

Thus $r\approx1+c\,e^{s^2}$, and the classical relation is recovered as $c\to0$ at fixed temperature. The range of this correction is narrow. The integrand with $m=2$ peaks at $E=-2\sigma^2/kT$, and $f\ll1$ there requires $E_F$ well below that energy, which means $c\ll e^{-3s^2/2}$. At 300 K, $s=3.868$ and this bound is about $2\times10^{-10}$. The peak has width $\sigma$, so the margin must be large: at a hundredth of the bound the formula still overestimates $r-1$ by about a quarter at 300 K, and at 150 K it is 10 % too high even at $10^{-5}$ of the bound. At $c=10^{-6}$ the formula would give $r\approx4$, while (5) gives 1.035. The correction must not be carried outside its range.

A more useful density scale comes from where dilute carriers sit. Their distribution $g\,e^{-E/kT}$ is a Gaussian centred at $-\sigma^2/kT$. Filling becomes important around the density at which $E_F$ reaches this energy. To find it, set $E_F=-\sigma^2/kT$ and $E=E_F+kT\,u$. Since $E/\sigma=-s+u/s$,

$$\frac{g\,dE}{N}=e^{-s^2/2}\,e^{u}\,G(u)\,du,\qquad G(u)=\frac{e^{-u^2/2s^2}}{s\sqrt{2\pi}},$$

and, with $f=1/(1+e^u)$,

$$c^*=e^{-s^2/2}\int G(u)\,\frac{e^u}{1+e^u}\,du=\tfrac12e^{-s^2/2}. \tag{7}$$

The last step holds because $e^u/(1+e^u)=\frac12+\frac12\tanh(u/2)$, and the odd part integrates to zero against the even, normalized $G$.

At 300 K this gives $n^*=2.8\times10^{17}\ \mathrm{cm^{-3}}$, where $r=1.23$. At 150 K, $s$ doubles and $n^*$ drops to $5\times10^{7}\ \mathrm{cm^{-3}}$, where $r=1.11$. At $n^*$ the density is half of what the dilute formula gives for the same $E_F$, so $n^*$ marks where filling has become a leading effect. It sets in earlier: the density is already 10 % below the dilute formula at about $8\times10^{-3}\,n^*$ at 300 K and $7\times10^{-5}\,n^*$ at 150 K. The ratio $r$ departs from 1 more gradually: it reaches 1.5 at about $16\,n^*$ at 300 K, and only at about $2\times10^6\,n^*$ at 150 K.

## The cold limit

Now hold the filling fixed and lower the temperature. At $T=0$ all states below $E_F$ are full. Let $\varphi$ be the standard normal density, $\Phi$ its integral from $-\infty$, and $z$ the number for which $\Phi(z)=c$. Then $E_F=\sigma z$ and $\partial n/\partial E_F=N\varphi(z)/\sigma$, so

$$\frac{D}{\mu}\to\frac{\sigma}{e}\,\frac{c}{\varphi(z)}. \tag{8}$$

This is finite, whereas $kT/e$ goes to zero. The width of the disorder has replaced the thermal energy as the scale of $D/\mu$.

The first thermal correction follows from integrating $n=\int gf\,dE$ by parts:

$$c=\int\Phi(E/\sigma)\left(-\frac{\partial f}{\partial E}\right)dE .$$

The factor $-\partial f/\partial E$ is an even peak of unit area about $E_F$. With $v=(E-E_F)/kT$, its variance in units of $(kT)^2$ is

$$2\int_0^\infty\frac{v^2e^{-v}}{(1+e^{-v})^2}\,dv
=2\sum_{j\ge1}(-1)^{j+1}j\,\frac{2}{j^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Set $y=E_F/\sigma$ and $a=(\pi^2/6)(kT/\sigma)^2$. Expanding $\Phi$ to second order about $E_F$, and using $\varphi'=-y\varphi$, gives

$$c=\Phi(y)-a\,y\,\varphi(y).$$

At fixed $c$ the Fermi level must move. Writing $y=z+\delta$ gives $\varphi(z)\,\delta=a\,z\,\varphi(z)$, so $\delta=az$. The derivative needed in (4) is, with $\varphi''=(y^2-1)\varphi$,

$$\frac{\sigma}{N}\frac{\partial n}{\partial E_F}=\varphi(y)+a\,\varphi''(y)
\approx\varphi(z)\left[1-az^2+a(z^2-1)\right]=\varphi(z)(1-a).$$

To first order in $a$, therefore,

$$\frac{D}{\mu}\approx\frac{\sigma}{e}\,\frac{c}{\varphi(z)}\left[1+\frac{\pi^2}{6}\left(\frac{kT}{\sigma}\right)^2\right]. \tag{9}$$

## Reading the numbers

For the same film, numerical evaluation of (5) gives the following values of $r$, with $D/\mu$ in mV.

| $n$ (cm⁻³) | $r$, 300 K | $D/\mu$ | $r$, 150 K | $D/\mu$ |
|---|---|---|---|---|
| $10^{15}$ | 1.04 | 26.8 | 1.62 | 21.0 |
| $10^{17}$ | 1.17 | 30.3 | 2.02 | 26.1 |
| $10^{19}$ | 1.64 | 42.3 | 2.99 | 38.6 |
| $10^{20}$ | 2.44 | 63.1 | 4.53 | 58.5 |

Both temperatures show the rise with density. At each density listed, cooling raises $r$ but lowers $D/\mu$ itself, because $kT/e$ falls from 25.9 to 12.9 mV. "Larger at low temperature" is a statement about the departure from $kT/e$, not about $D/\mu$ in volts.

At $n=10^{18}\ \mathrm{cm^{-3}}$, cooling from 300 K to 50 K lowers $kT/e$ by a factor of six, from 25.9 to 4.3 mV. Over the same range $D/\mu$ falls only from 34.4 to 29.8 mV, and $r$ grows from 1.33 to 6.9. The limit (8) is 29.7 mV. At 50 K the correction in (9) is $1.645\times(4.31/100)^2=0.003$, which accounts for the remaining 0.1 mV. The expansion needs $kT$ small against $\sigma/|z|$ as well as against $\sigma$: at 300 K the true correction is 1.4 times the term in (9) at $c=10^{-3}$, and about three times at $c=10^{-6}$.

## What the hops do, and what a tagged carrier does

The proof of (4) never mentioned a hopping rate. A microscopic model shows why it need not. Let $w_{ij}$ be the rate from site $i$ to an empty site $j$, and neglect correlations between occupations (mean field). The net flux from $i$ to $j$ is

$$J_{ij}=w_{ij}f_i(1-f_j)-w_{ji}f_j(1-f_i).$$

Detailed balance, $w_{ij}/w_{ji}=e^{-(E_j-E_i)/kT}$, together with $f_i/(1-f_i)=e^{(E_F-E_i)/kT}$, makes the two terms equal in equilibrium. Call their common value $G_{ij}=G_{ji}$.

Let the local Fermi level change by $kT\psi_i$, so that $f_i$ changes by $f_i(1-f_i)\psi_i$, and apply a weak force $F$ along $x$. The force multiplies $w_{ij}/w_{ji}$ by $e^{Fx_{ij}/kT}$, where $x_{ij}=x_j-x_i$. To first order,

$$J_{ij}=G_{ij}\left(\psi_i-\psi_j+\frac{F}{kT}x_{ij}\right). \tag{10}$$

A mean gradient $-\gamma$ of $\psi$ enters (10) just as $F/kT=\gamma$ does. Both therefore drive the same network. In a periodic sample, let the sum of $J_{ij}x_{ij}$ over all bonds be $KF/kT$ in the steady state under the force, and hence $K\gamma$ under the gradient.

- Under the force, the mean velocity is $KF/(kT\sum f_i)$. With $F$ equal to $e$ times the field, $\mu kT/e=K/\sum f_i$.
- Under the gradient, the carrier density has the slope $-\gamma\sum f_i(1-f_i)$ divided by the sample volume, so $D=K/\sum f_i(1-f_i)$.

The hopping law sits in $K$, which cancels from the ratio; what remains is (5) for the sites of the sample.

A tagged carrier behaves differently. In mean field it hops with rate $w_{ij}(1-f_j)$, and its equilibrium probability on site $i$ is $f_i/\sum_k f_k$. If these probabilities are multiplied by $1+\psi_i$, the flux is $G_{ij}(\psi_i-\psi_j)/\sum_k f_k$, while a gradient of $\psi$ now carries the full weight $f_i$ instead of $f_i(1-f_i)$. Hence

$$D_{\rm tag}=\frac{K}{\sum f_i}=\frac{\mu kT}{e}.$$

Within this approximation the classical relation does hold, but for the spreading of one marked carrier among the others. Fick's law for the carrier density needs $D$.

A small sample makes this concrete: a periodic cubic lattice of 125 sites with nearest-neighbour hops, random Gaussian energies with $\sigma=3kT$, and $E_F=-2kT$, which fills 27 % of the sites. The mobility was computed from steady states of the nonlinear rate equations in small opposite fields, and each diffusion coefficient from the decay rate $Dq^2$ of a disturbance with small wave number $q$. In units of lattice constant squared times attempt rate, Miller–Abrahams rates give $\mu kT/e=0.083$, $D=0.232$ and $D_{\rm tag}=0.083$. Marcus rates with a reorganization energy of $10kT$ give 0.01705, 0.04777 and 0.01705. The coefficients differ by a factor of nearly five, yet $r=2.80$ in both cases. At $E_F=-14kT$, in the same disordered sample, $r=1.002$: when even the deepest sites are almost empty, disorder leaves the classical relation nearly intact.

## Where the statement stops

Equation (4) needs local equilibrium. Carriers still sinking into the tail after injection have no common Fermi level, and a strong field can drive the occupation away from $f$; in neither case does the proof apply. Equation (5) also needs carriers that interact through site exclusion alone. If short-range interactions change $n(E_F)$, the zero-current argument still gives (4), but with the interacting $\partial n/\partial E_F$. The equality $D_{\rm tag}=\mu kT/e$ is weaker than either, since its derivation here neglects correlations between occupations.
